# Wexler Interpolation of Constriction Resistance Between the Sharvin and Maxwell Limits: test program

```python
# Resistance of a circular hole (radius a) between two metallic half-spaces:
#   R = R_S + gamma(K) R_M,  K = l/a,  R_S = 4 rho l/(3 pi a^2),  R_M = rho/(2a)
# Under test: gamma(0) = 1, gamma(infinity) = 64/(9 pi^2), and gamma between,
# from a Galerkin solution of the linear Boltzmann equation (isotropic
# scattering, specular screen), compared with independent random walks.
# rho: resistivity, l: mean free path. Lengths are in units of a unless stated.
import numpy as np
from scipy.special import jv, gamma as gamma_function
from scipy import constants as const

pi = np.pi
gamma_ballistic = 64 / (9 * pi**2)


def angular_factors(p, zeta):
    """Sphere averages of |Oz| f/(1+i l k.O) for f = 1 and f = |Oz|."""
    kappa = np.sqrt(p**2 + zeta**2)
    average = np.arctan(kappa) / kappa
    difference = (np.arcsinh(zeta / p)
                  - np.arcsinh(zeta / (p * np.sqrt(1 + kappa**2))))
    f0 = (p**2 / (1 + np.sqrt(1 + p**2)) + zeta / kappa * difference) / kappa**2
    along = (1 - average) / kappa**2
    f1 = (zeta**2 * along + p**2 * (average - along) / 2) / kappa**2
    return f0, f1, 1 - average


# Angular factors against direct integration over directions
nodes, weights = np.polynomial.legendre.leggauss(80)
theta = (nodes + 1) * pi / 4
theta_weight = weights * pi / 4
azimuth = (np.arange(400) + 0.5) * 2 * pi / 400
for p_test, z_test in [(1.3, 0.7), (0.4, 3.0), (5.0, 2.0)]:
    mu = np.cos(theta)[:, None]
    phase = z_test * mu + p_test * np.sin(theta)[:, None] * np.cos(azimuth)
    inner = np.mean((1 / (1 + 1j * phase)).real, axis=1)
    measure = theta_weight * np.sin(theta) * np.cos(theta)
    f0, f1, _ = angular_factors(p_test, z_test)
    assert abs(np.sum(measure * inner) - f0) < 1e-7
    assert abs(np.sum(measure * np.cos(theta) * inner) - f1) < 1e-7

# Maxwell flux density 1/sqrt(1-r^2): its potential is constant on the disc
t_nodes = (nodes + 1) / 2
disc_potentials = []
for r0 in (0.0, 0.3, 0.6, 0.9):
    cosine = np.cos(azimuth)[:, None]
    reach = -r0 * cosine + np.sqrt(1 - r0**2 * (1 - cosine**2))
    s = reach * (1 - t_nodes**2)
    radius_squared = r0**2 + s**2 + 2 * r0 * s * cosine
    values = 2 * reach * t_nodes / np.sqrt(1 - radius_squared)
    disc_potentials.append(np.mean(values @ (weights / 2)) * 2 * pi)
disc_potentials = np.array(disc_potentials)
assert np.max(np.abs(disc_potentials - pi**2)) < 1e-5
# Total flux is 2 pi; one half-space has potential (rho/2pi) int j/distance
maxwell_numeric = 2 * disc_potentials.mean() / (2 * pi) / (2 * pi)
assert abs(maxwell_numeric - 0.5) < 1e-5

# Squared solid angle of the hole integrated over one half-space
g_nodes, g_weights = np.polynomial.legendre.leggauss(40)
u = (g_nodes + 1) / 2
rim = (np.arange(2000) + 0.5) * 2 * pi / 2000
solid_angle_integral = 0.0
for ui, wi in zip(u, g_weights / 2):
    xi = ui / (1 - ui)
    eta = u
    r = (np.sqrt(1 + xi**2) * np.sqrt(1 - eta**2))[:, None]
    z = (xi * eta)[:, None]
    d2 = 1 + r**2 - 2 * r * np.cos(rim)
    kernel = (1 - z / np.sqrt(z**2 + d2)) * (1 - r * np.cos(rim)) / d2
    solid_angle = np.mean(kernel, axis=1) * 2 * pi
    volume = 2 * pi * (xi**2 + eta**2) / (1 - ui)**2
    solid_angle_integral += wi * np.sum(g_weights / 2 * volume * solid_angle**2)
assert abs(solid_angle_integral / (16 * pi**2 / 3) - 1) < 5e-4
return_coefficient = solid_angle_integral / (4 * pi**3)
gamma_from_return = 8 / (3 * pi) * 2 * return_coefficient
assert abs(gamma_from_return - gamma_ballistic) < 5e-4
quoted_end_value = 9 * pi**2 / 128
assert abs(gamma_from_return - quoted_end_value) > 0.02

# Scattering kernel p*M_ab(p), tabulated on a logarithmic grid
p_grid = np.logspace(-4, 4, 600)
t_step = 0.05
t = np.arange(0, 22, t_step)
t_weight = np.full(t.size, t_step)
t_weight[0] /= 2
P = p_grid[:, None]
F0, F1, denominator = angular_factors(P, P * np.sinh(t))
jacobian = P * np.cosh(t) * t_weight / pi
factors = (F0, F1)
p_kernel = [[p_grid * np.sum(jacobian * factors[a] * factors[b] / denominator,
                             axis=1) for b in range(2)] for a in range(2)]
scale_weight = 8 * p_kernel[0][0] / 3
assert abs(scale_weight[0] - 1) < 2e-3
assert abs(scale_weight[-1] - 2 / 3) < 2e-3

# Radial trial profiles (1-r^2)^nu, normalised to unit integral
exponents = np.array([0.0, -0.4, 1.0])
x_step = 0.05
x = (np.arange(40000) + 0.5) * x_step
profiles = np.array([2**(n + 1) * gamma_function(n + 2) * jv(n + 1, x)
                     / x**(n + 1) for n in exponents])
overlap = (np.outer(exponents + 1, exponents + 1)
           / (pi * (exponents[:, None] + exponents[None, :] + 1)))
moments = np.array([[1 / 2, 1 / 3], [1 / 3, 1 / 4]])


def gamma_galerkin(K, radial=3, angular=2):
    """gamma(K) = (R - R_S)/R_M from the stationary principle."""
    matrix = np.zeros((radial, angular, radial, angular))
    for a in range(angular):
        for b in range(angular):
            values = np.interp(np.log(K * x), np.log(p_grid), p_kernel[a][b])
            scattering = (profiles * values) @ profiles.T * x_step / (2 * pi * K)
            block = overlap * moments[a, b] + 2 * scattering
            matrix[:, a, :, b] = block[:radial, :radial]
    size = radial * angular
    drive = np.tile(moments[0, :angular], radial)
    response = drive @ np.linalg.solve(matrix.reshape(size, size), drive)
    transmission = 2 * response / pi
    return 8 * K / (3 * pi) * (1 / transmission - 1)


def random_walk(K, count, rng):
    """gamma(K) and its standard error from electrons launched at the hole."""
    outer = max(6.0, 10 * K)
    start = np.sqrt(rng.random(count))
    mu = np.sqrt(rng.random(count))
    phi = 2 * pi * rng.random(count)
    step = K * rng.exponential(size=count)
    side = step * np.sqrt(1 - mu**2)
    px, py, pz = start + side * np.cos(phi), side * np.sin(phi), step * mu
    sign_sum = inverse_sum = 0.0
    while px.size:
        distance = np.sqrt(px**2 + py**2 + pz**2)
        gone = distance > outer
        sign_sum += np.sum(np.sign(pz[gone]))
        inverse_sum += np.sum(np.sign(pz[gone]) / distance[gone])
        keep = ~gone
        px, py, pz = px[keep], py[keep], pz[keep]
        n = px.size
        if n == 0:
            break
        mu = 2 * rng.random(n) - 1
        phi = 2 * pi * rng.random(n)
        step = K * rng.exponential(size=n)
        side = step * np.sqrt(1 - mu**2)
        dx, dy = side * np.cos(phi), side * np.sin(phi)
        new_z = pz + step * mu
        crossing = np.nonzero(pz * new_z < 0)[0]
        fraction = pz[crossing] / (pz[crossing] - new_z[crossing])
        hit2 = ((px[crossing] + fraction * dx[crossing])**2
                + (py[crossing] + fraction * dy[crossing])**2)
        new_z[crossing[hit2 > 1]] *= -1
        px, py, pz = px + dx, py + dy, new_z
    # electrons beyond the outer radius may still return: diffusive far field
    transmission = (sign_sum / count) / (1 + 0.75 / K * inverse_sum / count)
    error = np.sqrt((1 - transmission**2) / count)
    factor = 8 * K / (3 * pi)
    return factor * (1 / transmission - 1), factor * error / transmission**2


# Limits of the Galerkin result and of the uniform-current estimate
assert abs(gamma_galerkin(0.01) - 1) < 0.03
assert abs(gamma_galerkin(1000.0) - gamma_ballistic) < 0.005
assert abs(gamma_galerkin(0.01, 1, 1) - 32 / (3 * pi**2)) < 0.02
assert abs(gamma_galerkin(1000.0, 1, 1) - gamma_ballistic) < 0.005

print(f"Maxwell resistance from equipotential disc: {maxwell_numeric:.5f} rho/a")
print(f"Integral of squared solid angle: {solid_angle_integral:.4f} a^3")
print(f"16 pi^2/3 = {16 * pi**2 / 3:.4f}")
print(f"First return probability times K: {return_coefficient:.5f}")
print(f"gamma(infinity) from that integral: {gamma_from_return:.5f}")
print(f"64/(9 pi^2) = {gamma_ballistic:.5f}")
print(f"9 pi^2/128 = {quoted_end_value:.5f}")
print(f"32/(3 pi^2) = {32 / (3 * pi**2):.5f}")
print("Scale weight s(p), dimensionless:")
for p_value in (0.01, 0.1, 0.3, 1.0, 3.0, 10.0, 100.0):
    s_value = np.interp(np.log(p_value), np.log(p_grid), scale_weight)
    print(f"  p = {p_value:g}: s = {s_value:.4f}")
print("K, gamma (full basis), gamma (uniform current), dimensionless:")
for K in (0.01, 0.1, 0.3, 1.0, 3.0, 10.0, 100.0, 1000.0):
    print(f"  {K:g}: {gamma_galerkin(K):.4f}  {gamma_galerkin(K, 1, 1):.4f}")
basis_change = gamma_galerkin(1.0, 2, 2) - gamma_galerkin(1.0)
print(f"Change of gamma(1) on dropping one radial profile: {basis_change:.1e}")

rng = np.random.default_rng(12345)
walkers = 200000
print(f"Random walks, {walkers} electrons each: K, gamma, standard error")
for K in (0.5, 1.0, 3.0):
    walk, error = random_walk(K, walkers, rng)
    print(f"  {K:g}: {walk:.4f} +- {error:.4f}; Galerkin {gamma_galerkin(K):.4f}")
    # 0.01 allows for the omitted odd in-plane angular functions
    assert abs(walk - gamma_galerkin(K)) < 4 * error + 0.01

K_scan = np.logspace(-1, 1.5, 51)
sum_error = []
for K in K_scan:
    ratio = 8 * K / (3 * pi)
    sum_error.append((ratio + 1) / (ratio + gamma_galerkin(K)) - 1)
worst = int(np.argmax(sum_error))
print(f"Largest excess of R_S+R_M over R: {100 * sum_error[worst]:.2f} %"
      f" at K = {K_scan[worst]:.2f}")

rho, path = 20e-9, 40e-9
k_fermi = np.sqrt(3 * pi**2 * const.hbar / (const.e**2 * rho * path))
print(f"Example: rho = {rho * 1e9:.0f} nOhm m, l = {path * 1e9:.0f} nm")
print(f"Free-electron k_F = {k_fermi * 1e-9:.2f} nm^-1")
for a in (10e-9, 40e-9, 160e-9):
    K = path / a
    sharvin = 4 * rho * path / (3 * pi * a**2)
    maxwell = rho / (2 * a)
    g = gamma_galerkin(K)
    total = sharvin + g * maxwell
    print(f"a = {a * 1e9:.0f} nm: K = {K:g}, k_F a = {k_fermi * a:.0f}")
    print(f"  R_S = {sharvin:.4f} Ohm, R_M = {maxwell:.4f} Ohm")
    print(f"  gamma = {g:.4f}, R = {total:.4f} Ohm")
    print(f"  plain sum exceeds R by {100 * ((sharvin + maxwell) / total - 1):.2f} %")
print("verified")
```

Printed output:

```
Maxwell resistance from equipotential disc: 0.50000 rho/a
Integral of squared solid angle: 52.6379 a^3
16 pi^2/3 = 52.6379
First return probability times K: 0.42441
gamma(infinity) from that integral: 0.72051
64/(9 pi^2) = 0.72051
9 pi^2/128 = 0.69396
32/(3 pi^2) = 1.08076
Scale weight s(p), dimensionless:
  p = 0.01: s = 0.9943
  p = 0.1: s = 0.9473
  p = 0.3: s = 0.8670
  p = 1: s = 0.7390
  p = 3: s = 0.6799
  p = 10: s = 0.6680
  p = 100: s = 0.6667
K, gamma (full basis), gamma (uniform current), dimensionless:
  0.01: 1.0003  1.0737
  0.1: 0.9703  1.0215
  0.3: 0.9151  0.9460
  1: 0.8270  0.8386
  3: 0.7666  0.7702
  10: 0.7357  0.7366
  100: 0.7212  0.7212
  1000: 0.7205  0.7205
Change of gamma(1) on dropping one radial profile: 5.1e-03
Random walks, 200000 electrons each: K, gamma, standard error
  0.5: 0.8783 +- 0.0085; Galerkin 0.8784
  1: 0.8509 +- 0.0066; Galerkin 0.8270
  3: 0.7802 +- 0.0063; Galerkin 0.7666
Largest excess of R_S+R_M over R: 10.36 % at K = 0.89
Example: rho = 20 nOhm m, l = 40 nm
Free-electron k_F = 12.33 nm^-1
a = 10 nm: K = 4, k_F a = 123
  R_S = 3.3953 Ohm, R_M = 1.0000 Ohm
  gamma = 0.7564, R = 4.1517 Ohm
  plain sum exceeds R by 5.87 %
a = 40 nm: K = 1, k_F a = 493
  R_S = 0.2122 Ohm, R_M = 0.2500 Ohm
  gamma = 0.8270, R = 0.4190 Ohm
  plain sum exceeds R by 10.32 %
a = 160 nm: K = 0.25, k_F a = 1973
  R_S = 0.0133 Ohm, R_M = 0.0625 Ohm
  gamma = 0.9267, R = 0.0712 Ohm
  plain sum exceeds R by 6.43 %
verified
```
